# Polarization pattern of the E′ Raman line in monolayer MoS2

**Q.** I want to find the crystal axes of a MoS2 monolayer from its E′ Raman line. Group tables give one E′ tensor as $d\begin{pmatrix}1&0\\0&-1\end{pmatrix}$. With parallel polarizers at angle $\theta$, the intensity is $d^2(\cos^2\theta-\sin^2\theta)^2=d^2\cos^22\theta$. That has four lobes, so I rotate the polarizers and read off the axes.

**A.** Your arithmetic is right for that tensor. But E′ is doubly degenerate, and the tables list a second tensor, $d\begin{pmatrix}0&1\\1&0\end{pmatrix}$. What does it give?

**Q.** The parallel intensity is $d^2(2\sin\theta\cos\theta)^2=d^2\sin^22\theta$: the same lobes, turned by 45°. I took the two tensors as alternatives.

**A.** Both modes have the same frequency, so both scatter into the line you record. To see what that does, we need the amplitude for any partner, not just the two in the table.

Take an unstrained layer at normal incidence, with linear polarizations at angles $\theta_i$ (incident) and $\theta_s$ (analysed) from $x$. Let a mirror plane contain $y$, with one Mo-to-S bond projecting onto $+y$. In an E′ mode the Mo atom moves in the plane against the two S atoms; let $\varphi$ be the direction of that relative displacement $\mathbf u$.

The first-order amplitude is linear in each of $\mathbf e_s$, $\mathbf e_i$ and $\mathbf u$. Write each vector as $z=x+iy$. A threefold rotation multiplies $z$ by $\omega=e^{2\pi i/3}$ and $\bar z$ by $\bar\omega$. Of the eight products of three factors, two are unchanged: $z_sz_iz_u$ (factor $\omega^3=1$) and its conjugate. A mixed product such as $z_sz_i\bar z_u$ picks up $\omega$ and is forbidden. The mirror $x\to-x$ sends $z\to-\bar z$, hence $z_sz_iz_u\to-\bar z_s\bar z_i\bar z_u$. The invariant combination is therefore the difference of the two products, proportional to $\mathrm{Im}(z_sz_iz_u)$. For unit vectors,

$$A_\varphi=\mathbf e_s\cdot R(\varphi)\cdot\mathbf e_i=d\,\sin(\varphi+\theta_i+\theta_s).$$

The constant $d$ may be complex, as it is when the laser is absorbed. Your tensor is $\varphi=90°$; the other is $\varphi=0$.

**Q.** Symmetry leaves $d$ free. Could it vanish, or could the sine hide something about the bonds?

**A.** A bond model shows where it comes from. Give each Mo–S bond, with length $b$ and unit vector $\mathbf n$ from Mo to S, the polarizability $\Delta\,\mathbf n\mathbf n+\alpha_\perp\mathbf 1$. Here $\Delta=\alpha_\parallel-\alpha_\perp$ has length derivative $\Delta'$, and $\alpha_\perp$ is constant. Moving Mo by $\mathbf u$ relative to S gives

$$\delta b=-\mathbf n\cdot\mathbf u,\qquad \delta\mathbf n=-\frac{\mathbf u-\mathbf n(\mathbf n\cdot\mathbf u)}{b}.$$

The polarizability of one bond then changes by

$$-\Delta'(\mathbf n\cdot\mathbf u)\,\mathbf n\mathbf n-\frac{\Delta}{b}\left[\mathbf u\mathbf n+\mathbf n\mathbf u-2(\mathbf n\cdot\mathbf u)\,\mathbf n\mathbf n\right].$$

Over the six bonds the vectors $\mathbf n$ sum to zero, so the terms $\mathbf u\mathbf n+\mathbf n\mathbf u$ drop out. What remains is $-(\Delta'-2\Delta/b)\sum(\mathbf n\cdot\mathbf u)\,\mathbf n\mathbf n$.

Let $s$ be the in-plane length of $\mathbf n$ and $\psi$ its azimuth. Each bond contributes $s^3\cos(\psi-\theta_s)\cos(\psi-\theta_i)\cos(\psi-\varphi)$ times $|\mathbf u|$. A product of three cosines is one quarter of a sum of four cosines. Three of these contain $\psi$ once and cancel over azimuths 120° apart. The fourth is $\cos(3\psi-X)$ with $X=\varphi+\theta_i+\theta_s$. The bond azimuths are 90°, 210° and 330°, so $3\psi$ equals 270° up to full turns, and this cosine is $-\sin X$. Six bonds give $-\tfrac64s^3\sin X$, and the two minus signs cancel.

The normal coordinate $Q$ is defined by $\tfrac12\mu\dot u^2=\tfrac12\dot Q^2$, so $u=Q/\sqrt\mu$, where $\mu$ is the reduced mass of Mo against two S. Hence

$$d=\frac{3s^3}{2\sqrt\mu}\left(\Delta'-\frac{2\Delta}{b}\right).$$

In this model $d$ vanishes only if $\Delta'=2\Delta/b$. For round parameters, $s=0.762$, $b=2.409$ Å, $\mu=38.4$ u, $\Delta=1$ Å$^3$ and $\Delta'=3+2i$ Å$^2$. The bracket is $2.170+2i$ Å$^2$ and the prefactor is $0.107\ \mathrm u^{-1/2}$, so $d=0.232+0.214i$ Å$^2$ u$^{-1/2}$. Differentiating the polarizability numerically along modes obtained by diagonalizing a spring model agreed with the sine law and this $d$.

**Q.** Now I have two amplitudes. Why not add them and then square? That would still leave a pattern.

**A.** Because they lead to different final states. Stokes scattering creates one quantum. From $|n_1,n_2\rangle$, partner 1 leads to $|n_1+1,n_2\rangle$ and partner 2 to $|n_1,n_2+1\rangle$. These are orthogonal, so their probabilities add:

$$\text{rate}\propto(n_1+1)|A_1|^2+(n_2+1)|A_2|^2.$$

Thermal averaging replaces both occupations by the same $n$, because the frequencies are equal. In the example $n=0.190$ at 300 K. The common factor $n+1$ leaves the pattern alone. Squaring the summed amplitudes would give $|d|^2(\sin X+\cos X)^2=|d|^2(1+\sin2X)$, a strong pattern that this thermal process does not produce.

**Q.** Then for partners at $\varphi$ and $\varphi+90°$ I get

$$I=|d|^2\left[\sin^2X+\sin^2(X+90°)\right]=|d|^2(\sin^2X+\cos^2X)=|d|^2.$$

The angles are gone altogether.

**A.** Yes. Parallel polarizers have $X=\varphi+2\theta$, and crossed ones have $X=\varphi+2\theta+90°$. Both intensities are $|d|^2$ at every azimuth.

Numbers in units of $|d|^2$, for parallel polarizers at $\theta=15°$: partners at 0° and 90° give $0.250+0.750$, while partners at 20° and 110° give $0.587+0.413$. The individual shares changed with the choice of partners; the total did not.

**Q.** Perhaps there is still a preferred pair, with real lobes that happen to add up to a circle.

**A.** Not while the degeneracy holds. Any other orthonormal pair, complex ones included, has amplitudes $A'_j=\sum_kU_{jk}A_k$ with $U$ unitary, so

$$\sum_j|A'_j|^2=\sum_{k,l}\Big(\sum_jU_{jk}^*U_{jl}\Big)A_k^*A_l=\sum_k|A_k|^2,$$

since the bracket is $\delta_{kl}$. Now choose circular partners, in which Mo goes round instead of back and forth. With $X=\theta_i+\theta_s$,

$$A_\pm=\frac{A_{0}\pm iA_{90°}}{\sqrt2}=\frac{d}{\sqrt2}(\sin X\pm i\cos X),\qquad |A_\pm|^2=\frac{|d|^2}{2}.$$

Neither circular partner has any lobes. A feature that comes and goes with the choice of basis is not a property of the line.

Orthogonality does matter. Two partners 60° apart would give a "sum" running from 0.5 to 1.5 in units of $|d|^2$, because one direction of motion is counted too heavily.

**Q.** So the line carries no polarization information?

**A.** It does for circular light. Let $c_\pm=(e_x\mp ie_y)/\sqrt2$ be the components of a unit polarization $\mathbf e$ along $(1,\pm i)/\sqrt2$. For complex polarizations the amplitude is $\mathbf e_s^*\cdot R\cdot\mathbf e_i$. The circular partner tensors factorize, for example

$$R_0+iR_{90°}=d\begin{pmatrix}i&1\\1&-i\end{pmatrix}=id\begin{pmatrix}1\\-i\end{pmatrix}\begin{pmatrix}1&-i\end{pmatrix}.$$

Dividing by $\sqrt2$ and projecting gives $A_+=i\sqrt2\,d\,c_-(\mathbf e_s)^*c_+(\mathbf e_i)$. The other partner gives the same with the signs $\pm$ exchanged and $i\to-i$. With $h=2\,\mathrm{Im}(e_x^*e_y)$ we have $|c_\pm|^2=(1\pm h)/2$, so

$$I=\frac{|d|^2}{2}\left[(1-h_s)(1+h_i)+(1+h_s)(1-h_i)\right]=|d|^2(1-h_ih_s).$$

Linear input has $h_i=0$, so every analyser, linear or circular, passes $|d|^2$: the scattered light is unpolarized. Circular input has $h_i=\pm1$. The intensity is then $2|d|^2$ with the spin reversed and zero with it kept. This rule rests on the first-order tensor at zero phonon wavevector; near an exciton resonance of real MoS2, the long-range field of the longitudinal partner (Fröhlich coupling) can add E′ signal with the spin kept. Here $h$ is the spin about the fixed $z$ axis. In backscattering the travel direction reverses too, so the handedness relative to that direction is unchanged.

**Q.** What if my sample is strained? Then the two modes are no longer degenerate.

**A.** Then a physical pair of partners does exist. Strain adds a term to the $2\times2$ stiffness of the pair. Its traceless part, written as a complex number $D$, transforms like $z^2$, and so does the traceless strain $\epsilon$. To first order, threefold symmetry allows $D=c\,\epsilon$ but not $c'\bar\epsilon$, since $\bar\epsilon$ turns with a different phase. The mirror makes $c$ real. For small strain the modes therefore lie along and across the strain axis.

With that axis at $\varphi$ from $x$, the two lines in parallel geometry follow, in the limit of small strain, $\sin^2(\varphi+2\theta)$ and $\cos^2(\varphi+2\theta)$. If you measure polarization from the strain axis, $\theta=\varphi+\theta'$, the first becomes $\sin^2(3\varphi+2\theta')$. In that limit the pattern reveals the mirror axes of the crystal, given a known strain axis, separate intensities for the two lines, and knowledge of which line is the mode along the axis. It cannot tell the in-plane Mo-to-S direction from its opposite, because the pattern repeats when $\varphi$ changes by 60°. In the spring model used below, the mode along the axis is the lower line under tension. Don't carry that order over to a real flake: a stiffness falling as the fourth power of the length instead of the tenth already reverses it, and so does letting the atoms relax inside the strained cell with the bond tensions included.

**Q.** How much strain is that, and how flat should my unresolved line be?

**A.** In the spring model, the Mo–S bond stiffness is assumed to fall as the tenth power of the length. Then 0.10 % uniaxial strain at 20° from $x$ splits the pair by 0.287 cm⁻¹, against an assumed full width of 3 cm⁻¹. Scaling linearly, the splitting equals the width at $0.10\,\%\times3/0.287\approx1.0\,\%$. This is a rough estimate: at that strain the model gives splittings from about 2.1 to 3.7 cm⁻¹, depending on the strain direction.

The small-strain patterns are also poor there. For 1.04 % strain at 20°, the modes are turned by about 6° from the directions along and across the strain axis, and the parallel intensities depart from the squared sine and cosine by up to about $0.5|d|^2$. In crossed geometry the departure is about $0.1|d|^2$. So don't read crystal axes from clearly split lines with the simple formula alone.

Even the small splitting leaves traces. As the weight passes from one mode to the other, the centre of the line moves over a range of 0.287 cm⁻¹. Define the swing as (max − min)/(max + min) over azimuth. A narrow window at half height on the low-frequency flank then shows a swing of 13 % in parallel geometry, part of which comes from the change in integrated intensity described next. You could mistake that for lobes of the whole line.

The integrated line also varies, by 5.1 % in parallel but only 0.19 % in crossed geometry. The parallel variation arises mostly because strain mixes some of the nearby A1′ mode into E′: with that admixture removed from the modes, it falls to about 0.3 %. The unstrained A1′ mode scatters in parallel geometry and not in crossed.

**Q.** And an imperfect setup?

**A.** With the sample tilted by $\tau$, only the in-plane parts of the fields couple to E′. The sum becomes $|d|^2$ times the squares of their two lengths. In parallel geometry this is $|d|^2(1-\sin^2\tau\cos^2\theta)^2$, with $\theta$ measured from the tilted direction. At 5° the swing is 0.76 %, leaving out the different surface transmission of the two polarizations. It follows the tilt, not the crystal.

For a dipole at the focus of a lens of aperture 0.5, rotating the analyser gave no swing beyond rounding with both partners included. One partner alone gave 0.92 on analyser angles 30° apart; that coarse grid misses the true extremes, and continuous rotation would give nearly 1.

That lens also admits phonons with in-plane wavevectors up to $q=2(0.5)(2\pi)/(532\ \text{nm})=0.0118$ nm⁻¹, where longitudinal and transverse partners differ slightly. A longitudinal displacement $u$ with effective charge $Ze$ per cell area $\mathcal A$ has polarization $P=Zeu/\mathcal A$ and bound sheet charge of amplitude $qP$. A sheet charge wave of amplitude $\sigma$ has potential $\sigma/(2\varepsilon_0q)$, here $P/(2\varepsilon_0)$, and so a restoring field $qP/(2\varepsilon_0)$. Thus $\delta(\omega^2)=Z^2e^2q/(2\varepsilon_0\mathcal A\mu)$, and dividing by $2\omega$ gives $\delta\omega$. With a rough $Z=1$ and no screening, this is about 0.1 cm⁻¹, well below the linewidth.

**Q.** How close is your model to a real flake?

**A.** The springs were chosen to put E′ at 382 cm⁻¹ and A1′ at 404 cm⁻¹, near the roughly 380 and 400 cm⁻¹ of real monolayers. The linewidth is also a rough typical value. The bond polarizabilities are not fitted to MoS2, so $d$ and the A1′ strength are illustrative; the flatness of the E′ sum does not depend on them. The A1′ tail adds 0.74 % of the E′ peak height, in parallel geometry alone.

A real flake may break the assumption of zero strain. For 0.10 % the model gives the integrated parallel signal the 5.1 % swing above, but its strained layer omits internal relaxation, prestress and sideways contraction. Including the first two with the same springs lowers the swing to about 1.3 %, so take the strain figures here as illustrations, not predictions. The numerical output lists the remaining values.

**Q.** So if my integrated E′ line shows four deep lobes, I shouldn't assign crystal axes from them.

**A.** Not from this mechanism. First check that the instrument transmits all polarizations equally, and that you really integrated over the whole line. In a strained layer, a window that favours one partner can show four lobes, whereas the integrated parallel signal of the strained model has mainly two. For an unstrained layer, rotating the polarizers leaves the summed E′ intensity at $|d|^2$, wherever the crystal axes point.

## Computed values

```
lattice constant 3.18 A, S height 1.56 A, bond length 2.4092 A
masses Mo 95.95 u, S 32.06 u; reduced mass 38.435 u
springs Mo-S 190.0 N/m, S-S 35.0 N/m; stiffness power 10
bond polarizability along 2.0 A^3, across 1.0 A^3
length derivative along bond (3+2j) A^2, across 0 A^2
laser 532.0 nm, temperature 300.0 K, line FWHM 3.0 cm^-1
model wavenumbers: E'' 296.0, E' 382.3, A1' 404.4, A2'' 459.4 cm^-1
number of invariant in-plane couplings 1.000000
in-plane part s of unit bond vector 0.7621
d = 0.2323 + 0.2142i A^2/sqrt(u); |d|^2 = 0.09984 A^4/u
relative shift of d on halving the step 2.1e-12
Intensities in units of |d|^2; P(phi) = one partner, parallel geometry
theta(deg)  P(0)   P(90)  P(20)  P(110)  sum par  sum crossed
     0    0.000  1.000  0.117  0.883   1.0000   1.0000
    15    0.250  0.750  0.587  0.413   1.0000   1.0000
    30    0.750  0.250  0.970  0.030   1.0000   1.0000
    45    1.000  0.000  0.883  0.117   1.0000   1.0000
    60    0.750  0.250  0.413  0.587   1.0000   1.0000
    75    0.250  0.750  0.030  0.970   1.0000   1.0000
    90    0.000  1.000  0.117  0.883   1.0000   1.0000
largest deviation of the sum from 1, five bases 2.8e-12
one circular partner, parallel: 0.5000 to 0.5000
amplitudes added (wrong): 0.015 to 1.985
partners 60 deg apart (wrong): 0.500 to 1.500
phonon occupation 0.1902; Fock-space rate / formula 1.0000000
circular input: spin kept 0.0000, spin reversed 2.0000
A1' mode: parallel 1.731, crossed 9.6e-26
Neglected effects; swing = (max-min)/(max+min) over azimuth
strain 0.10 % at 20 deg: splitting 0.287 cm^-1
small-strain mode directions: lower 20.01, upper 110.01 deg
line-centre range over azimuth, parallel 0.287 cm^-1
swing on low flank at half width, parallel 13.25 %
swing of integrated line: parallel 5.14 %, crossed 0.19 %
strain for splitting = FWHM (linear estimate) 1.04 %
tilt 5 deg: swing parallel 0.762 %, crossed 0.0007 %
aperture 0.5: analyser swing, both partners 9.6e-13, one partner 0.920
aperture 0.5: A1' crossed/parallel leakage 8.00e-04
Born charge 1.0 e, largest in-plane wavevector 0.01181 nm^-1
LO-TO splitting at that wavevector 0.113 cm^-1
A1' tail at E' peak, parallel only 0.74 % of E' peak
```
